**Counting interaction lists and fast multipole work**

In a uniform tree with 2^l boxes per side on level l, an interaction list holds at most 6^d − 3^d boxes, which is 27 for d = 2 and 189 for d = 3. For N charges in three dimensions, with P expansion coefficients and s charges per leaf, the work W obeys W/N < 2P + 27s + (216 + 16/7)P²/s. The program builds the lists on small trees by comparing all pairs of boxes, and asserts the bound, its attainment from level 3 on, and the closed-form totals per level. It also asserts that every ordered pair of leaves is handled once, and that the closed-form work agrees with work assembled from the enumerated box and pair counts. For P = 25 and s = 64, the output shows W/N rising from 1521.4 units at N = 4096 to 3800.7 units at N = 134217728, below the bound of 3909.7. A numerical minimization confirms the best leaf occupancy of 71.1. A random sample with unequal occupancy gives 1332.1 near pairs per charge, against 1330.0 for equal occupancy.

## Numerical verification

```python
"""
Result under test: in a uniform tree with 2**level boxes per side in d dimensions,
an interaction list has at most 6**d - 3**d boxes (189 for d=3, 27 for d=2), and
the fast multipole work for N particles is bounded by a constant times N.
Near boxes: indices differ by at most 1 on every axis (a box is near itself).
Interaction list of a box: boxes of its level that are not near it, but whose
parents are near its parent.
P: number of expansion coefficients; s: particles per leaf box.
Work unit: one kernel evaluation or one multiply-add with a coefficient.
Lists are found from the definition by comparing all pairs of boxes.
"""
import numpy as np
from scipy.optimize import minimize_scalar


def box_indices(level, dim):
    side = 2**level
    return np.indices((side,) * dim).reshape(dim, -1).T.astype(np.int8)


def near_matrix(boxes):
    near = np.ones((len(boxes), len(boxes)), dtype=bool)
    for axis in range(boxes.shape[1]):
        x = boxes[:, axis]
        near &= np.abs(x[:, None] - x[None, :]) <= 1
    return near


def list_matrix(boxes):
    return near_matrix(boxes // 2) & ~near_matrix(boxes)


def list_total_formula(level, dim):
    n = 2**level
    return (6 * n - 8)**dim - (3 * n - 2)**dim


# Interaction lists from the definition
list_total = {}
near_total = {}
box_total = {}
for dim, top in ((2, 5), (3, 4)):
    bound = 6**dim - 3**dim
    print(f"{dim}D: bound on interaction list = {bound} boxes")
    for level in range(2, top + 1):
        boxes = box_indices(level, dim)
        members = list_matrix(boxes)
        sizes = members.sum(axis=1)
        key = (dim, level)
        list_total[key] = int(sizes.sum())
        near_total[key] = int(near_matrix(boxes).sum())
        box_total[key] = len(boxes)
        assert sizes.max() <= bound
        if level >= 3:
            assert sizes.max() == bound
        assert list_total[key] == list_total_formula(level, dim)
        assert near_total[key] == (3 * 2**level - 2)**dim
        print(f"  level {level}: boxes {len(boxes)}, list min {sizes.min()},"
              f" max {sizes.max()}, total {list_total[key]}")
    summed = sum(list_total[dim, k] for k in range(2, top + 1))
    per_leaf = summed / box_total[dim, top]
    assert per_leaf < 6**dim
    print(f"  list entries of all levels per leaf = {per_leaf:.2f}"
          f" (limit {6**dim})")

# Every pair of leaves is handled exactly once: near, or in a list of ancestors
for dim, leaf_level in ((2, 5), (3, 3)):
    leaves = box_indices(leaf_level, dim)
    times_handled = near_matrix(leaves).astype(int)
    for level in range(2, leaf_level + 1):
        times_handled += list_matrix(leaves // 2**(leaf_level - level))
    assert np.all(times_handled == 1)
    print(f"{dim}D coverage, leaf level {leaf_level}: {times_handled.size}"
          f" ordered leaf pairs, each handled {times_handled.max()} time")

# Separation of list boxes in units of the box side
boxes = box_indices(3, 3).astype(int)
squared = ((boxes[:, None, :] - boxes[None, :, :])**2).sum(axis=2)
closest = np.sqrt(squared[list_matrix(boxes)].min())
radius_sum = 2 * np.linalg.norm([0.5, 0.5, 0.5])
assert closest > radius_sum
print(f"3D smallest centre distance in lists = {closest:.3f} box sides")
print(f"3D sum of circumscribed radii = {radius_sum:.3f} box sides")

# Total work in three dimensions with equal leaf occupancy
order = 4
P = (order + 1)**2
s = 64


def work_parts(leaf_level):
    """Closed-form work: expansions, shifts, list translations, near pairs."""
    number = s * 8**leaf_level
    shifts = 2 * (8**(leaf_level + 1) - 8**3) // 7
    lists = sum(list_total_formula(k, 3) for k in range(2, leaf_level + 1))
    near = s**2 * (3 * 2**leaf_level - 2)**3 - number
    return 2 * number * P, shifts * P**2, lists * P**2, near


def work_bound(occupancy):
    return 2 * P + 27 * occupancy + (216 + 16 / 7) * P**2 / occupancy


for leaf_level in (2, 3, 4):
    number = s * box_total[3, leaf_level]
    counted = 2 * number * P + s**2 * near_total[3, leaf_level] - number
    for level in range(2, leaf_level + 1):
        counted += list_total[3, level] * P**2
        if level >= 3:
            counted += 2 * box_total[3, level] * P**2
    assert counted == sum(work_parts(leaf_level))

print(f"Expansion order p = {order}, coefficients P = {P}, s = {s} particles")
limit = work_bound(s)
previous = 0.0
for leaf_level in range(2, 21):
    number = s * 8**leaf_level
    per_particle = sum(work_parts(leaf_level)) / number
    assert previous < per_particle < limit
    previous = per_particle
    if leaf_level <= 7:
        print(f"  L={leaf_level}: N={number}, W/N={per_particle:.1f} units,"
              f" direct/W={(number - 1) / per_particle:.4g}")
# Only the excluded self-pair (one unit) and boundary terms remain at L=20
assert abs(limit - 1 - previous) < 0.1
print(f"Bound on W/N = {limit:.1f} units per particle")
number = s * 8**7
names = ("expansions", "shifts", "list translations", "near pairs")
for name, part in zip(names, work_parts(7)):
    print(f"  L=7 share of W/N, {name} = {part / number:.1f} units")

# Leaf occupancy that minimises the bound
best = P * np.sqrt((216 + 16 / 7) / 27)
found = minimize_scalar(work_bound, bounds=(1, 1000), method="bounded",
                        options={"xatol": 1e-6})
assert abs(found.x - best) < 1e-2
print(f"Best occupancy s* = {best:.1f} particles per leaf")
print(f"Bound on W/N at s* = {work_bound(best):.1f} units per particle")

# Near work for randomly placed particles with unequal leaf occupancy
rng = np.random.default_rng(7)
number = s * 8**3
cells = (rng.random((number, 3)) * 8).astype(int)
flat = (cells[:, 0] * 8 + cells[:, 1]) * 8 + cells[:, 2]
occupancy = np.bincount(flat, minlength=512)
near_sum = near_matrix(box_indices(3, 3)).astype(int) @ occupancy
random_near = (int(occupancy @ near_sum) - number) / number
equal_near = work_parts(3)[3] / number
assert random_near <= 27 * occupancy.max()
# Sampling scatter of the pair count is well below five percent here
assert abs(random_near / equal_near - 1) < 0.05
print(f"Random sample: N = {number}, largest occupancy = {occupancy.max()}")
print(f"  near pairs per particle, random = {random_near:.1f}")
print(f"  near pairs per particle, equal occupancy = {equal_near:.1f}")
print(f"  bound 27*s_max = {27 * occupancy.max()} pairs per particle")

print("all tests passed")
```

Output:

```
2D: bound on interaction list = 27 boxes
  level 2: boxes 16, list min 7, max 12, total 156
  level 3: boxes 64, list min 7, max 27, total 1116
  level 4: boxes 256, list min 7, max 27, total 5628
  level 5: boxes 1024, list min 7, max 27, total 25020
  list entries of all levels per leaf = 31.17 (limit 36)
3D: bound on interaction list = 189 boxes
  level 2: boxes 64, list min 37, max 56, total 3096
  level 3: boxes 512, list min 37, max 189, total 53352
  level 4: boxes 4096, list min 37, max 189, total 584136
  list entries of all levels per leaf = 156.39 (limit 216)
2D coverage, leaf level 5: 1048576 ordered leaf pairs, each handled 1 time
3D coverage, leaf level 3: 262144 ordered leaf pairs, each handled 1 time
3D smallest centre distance in lists = 2.000 box sides
3D sum of circumscribed radii = 1.732 box sides
Expansion order p = 4, coefficients P = 25, s = 64 particles
  L=2: N=4096, W/N=1521.4 units, direct/W=2.692
  L=3: N=32768, W/N=2476.2 units, direct/W=13.23
  L=4: N=262144, W/N=3119.1 units, direct/W=84.04
  L=5: N=2097152, W/N=3493.4 units, direct/W=600.3
  L=6: N=16777216, W/N=3695.6 units, direct/W=4540
  L=7: N=134217728, W/N=3800.7 units, direct/W=3.531e+04
Bound on W/N = 3909.7 units per particle
  L=7 share of W/N, expansions = 50.0 units
  L=7 share of W/N, shifts = 22.3 units
  L=7 share of W/N, list translations = 2028.3 units
  L=7 share of W/N, near pairs = 1700.1 units
Best occupancy s* = 71.1 particles per leaf
Bound on W/N at s* = 3888.5 units per particle
Random sample: N = 32768, largest occupancy = 89
  near pairs per particle, random = 1332.1
  near pairs per particle, equal occupancy = 1330.0
  bound 27*s_max = 2403 pairs per particle
all tests passed
```
